\section*{Why second-order quasi-degenerate effective Hamiltonians give different energies}

\section*{Question}

I have a real symmetric $4\times4$ Hamiltonian with two low levels that I want to treat together and two higher levels that I want to fold in by second-order perturbation theory. In eV,
\begin{equation}
H_0=\mathrm{diag}(0,1,4,5),\qquad
V=\begin{pmatrix}
0.1&0.3&0.8&0.5\\
0.3&-0.1&0.6&0.7\\
0.8&0.6&0.3&0.4\\
0.5&0.7&0.4&-0.2
\end{pmatrix},
\end{equation}
and $H=H_0+V$. I expected one second-order effective Hamiltonian for the two low states. Instead I have three recipes. The Bloch form gives the roots $-0.1175$ and $0.6650$ eV, the symmetrized Van Vleck form gives $-0.1185$ and $0.6660$ eV, and Loewdin's energy-dependent form gives something else again. I have checked the sums and cannot find a bug. Should the eigenvalues not be the same, since all three are correct to second order? If not, which is the right one? I would have guessed the Hermitian one.

\section*{Answer}

There need not be a bug. ``Correct to second order'' fixes the eigenvalues through the second power of the coupling. It does not fix the number obtained when a truncated matrix is diagonalized at finite coupling, because diagonalization, and in Loewdin's form also the energy in the denominators, generates higher powers, and these differ between the forms. None of the three is the right one in general, and being Hermitian does not settle the matter.

\subsection*{Setting and notation}

Write $H=H_0+\lambda V$ with a dimensionless $\lambda$ that counts orders; your matrix has $\lambda=1$. The levels are $\varepsilon_1,\dots,\varepsilon_4$. Indices $i,j$ run over the model space $P=\{1,2\}$ and $a,b$ over the outer space $Q=\{3,4\}$. Let
\begin{equation}
D_{ia}=\varepsilon_i-\varepsilon_a,\qquad \Delta=\varepsilon_2-\varepsilon_1 .
\end{equation}
The $D_{ia}$ must be large compared with the couplings; $\Delta$ may be small. An outer level close to the model space (an intruder) makes a $D_{ia}$ small and invalidates the expansions in $\lambda$ used below; the untruncated equations do not rely on this condition. All three forms read
\begin{equation}
h_{ij}=\varepsilon_i\delta_{ij}+\lambda V_{ij}+\lambda^2\sum_a V_{ia}V_{aj}\,f_a ,
\label{form}
\end{equation}
and differ in the factor $f_a$. To see where the factors come from, start from equations with no truncation.

\subsection*{Loewdin: eliminate the outer space at energy $E$}

Split an eigenvector into its model part $c$ and outer part $d$:
\begin{align}
H_{PP}c+\lambda V_{PQ}d&=Ec, \label{prow}\\
\lambda V_{QP}c+H_{QQ}d&=Ed. \label{qrow}
\end{align}
If $E$ is not an eigenvalue of $H_{QQ}$, the second line gives $d=(E-H_{QQ})^{-1}\lambda V_{QP}c$, and the first becomes
\begin{equation}
\left[H_{PP}+\lambda^2V_{PQ}(E-H_{QQ})^{-1}V_{QP}\right]c=Ec .
\label{partition}
\end{equation}
This is still exact. Here $H_{QQ}=\varepsilon_Q+\lambda V_{QQ}$, with $\varepsilon_Q$ the diagonal matrix of outer levels. With $R=(E-\varepsilon_Q)^{-1}$,
\begin{equation}
(E-H_{QQ})^{-1}=R+\lambda RV_{QQ}R+O(\lambda^2).
\label{resolvent}
\end{equation}
Keeping $R$ alone gives $f_a=1/(E-\varepsilon_a)$. The matrix depends on the energy sought, so each root is found self-consistently.

\subsection*{Bloch: one operator for both states}

Put the model parts of the two target eigenvectors in the columns of a matrix $C$, and their outer parts in $D_Q$. If $C$ is invertible, $X=D_QC^{-1}$ maps model parts to outer parts for both states, $d=Xc$. Equation (\ref{prow}) then reads $H_Bc=Ec$ with
\begin{equation}
H_B=H_{PP}+\lambda V_{PQ}X=C\,\mathrm{diag}(E_1,E_2)\,C^{-1}.
\label{bloch}
\end{equation}
To find $X$, write (\ref{qrow}) for both columns and multiply by $C^{-1}$ from the right:
\begin{equation}
\lambda V_{QP}+H_{QQ}X=XH_B .
\end{equation}
At first order, $H_{QQ}$ and $H_B$ can be replaced by their diagonal zero-order parts, so $\lambda V_{ai}+\varepsilon_aX_{ai}=X_{ai}\varepsilon_i$ and
\begin{equation}
X_{ai}=\frac{\lambda V_{ai}}{D_{ia}}+O(\lambda^2).
\label{X}
\end{equation}
Inserting this in (\ref{bloch}) gives $f_a=1/D_{ja}$. The denominator belongs to the right-hand index, so the matrix is in general not symmetric when $\Delta\ne0$; the difference between its off-diagonal elements is worked out below.

\subsection*{Van Vleck: the same operator in an orthonormal basis}

The full eigenvectors are orthonormal, but their model parts in general are not. Since the outer parts are $XC$, orthonormality says $C^T(1+X^TX)C=1$, hence $CC^T=N^{-1}$ with $N=1+X^TX$. Symmetric orthonormalization gives
\begin{equation}
U=(CC^T)^{-1/2}C=N^{1/2}C,\qquad UU^T=1 .
\end{equation}
The canonical Van Vleck operator is therefore
\begin{equation}
H_V=U\,\mathrm{diag}(E_1,E_2)\,U^T=N^{1/2}H_BN^{-1/2}.
\label{similar}
\end{equation}
This matches the usual definition through a rotation $e^G$ with $G$ antisymmetric and block-off-diagonal. Even powers of $G$ make the model block of $e^G$ symmetric, and it is positive for small rotations. Thus $C$ is this block times an orthogonal matrix, which must be $U$.

Now expand. From (\ref{X}), $X^TX=\lambda^2M+O(\lambda^3)$, where
\begin{equation}
M_{ij}=\sum_a\frac{V_{ia}V_{aj}}{D_{ia}D_{ja}},\qquad S=M_{12}.
\end{equation}
With $N^{\pm1/2}=1\pm\tfrac12\lambda^2M+O(\lambda^3)$, equation (\ref{similar}) adds to $(H_B)_{ij}$ the commutator term $\tfrac12\lambda^2M_{ij}(\varepsilon_j-\varepsilon_i)$. Because $\varepsilon_j-\varepsilon_i=D_{ja}-D_{ia}$, the factor becomes
\begin{equation}
f_a=\frac1{D_{ja}}+\frac12\,\frac{D_{ja}-D_{ia}}{D_{ia}D_{ja}}
=\frac12\left(\frac1{D_{ia}}+\frac1{D_{ja}}\right).
\end{equation}

Equation (\ref{similar}) is a similarity transformation, so the untruncated $H_B$ and $H_V$ have the same eigenvalues although their matrices differ. For your $H$ they are, in eV,
\begin{equation}
H_B=\begin{pmatrix}-0.0887&0.0980\\0.1287&0.6972\end{pmatrix},\quad
H_V=\begin{pmatrix}-0.0884&0.1134\\0.1134&0.6969\end{pmatrix},
\end{equation}
both with roots $-0.1044$ and $0.7129$ eV. Truncation breaks the similarity: the truncated matrices are related by it through $\lambda^2$ but not beyond.

\subsection*{How far apart are Bloch and Van Vleck?}

From here on $h$ denotes truncated matrices. The two forms have the same diagonal. Off the diagonal, use
\begin{equation}
\frac1{D_{2a}}-\frac1{D_{1a}}=\frac{D_{1a}-D_{2a}}{D_{1a}D_{2a}}=-\frac{\Delta}{D_{1a}D_{2a}} .
\label{denoms}
\end{equation}
If $h_{12}$ is the Van Vleck element, the average of the two Bloch elements, then
\begin{equation}
h^B_{12}=h_{12}-\tfrac12\lambda^2\Delta S,\qquad
h^B_{21}=h_{12}+\tfrac12\lambda^2\Delta S .
\end{equation}
The squared splitting of a $2\times2$ matrix is $s^2=(h_{11}-h_{22})^2+4h_{12}h_{21}$. The product of the Bloch elements is $h_{12}^2-\tfrac14\lambda^4\Delta^2S^2$, so
\begin{equation}
s_V^2-s_B^2=\lambda^4\Delta^2S^2 .
\label{identity}
\end{equation}
No expansion was made in this step: the identity holds for the truncated matrices at any $\lambda$. The traces agree, so for real roots each root moves by half the change in splitting:
\begin{equation}
E_B-E_V=\pm\frac{\lambda^4\Delta^2S^2}{2(s_V+s_B)} ,
\label{bv}
\end{equation}
with the plus sign for the lower root. There are two ways to take the limit of small $\lambda$:
\begin{itemize}
\item At fixed $\Delta>0$, $s_V+s_B\to2\Delta$, and the difference is $\pm\lambda^4\Delta S^2/4$.
\item If the gap shrinks with the coupling, $\Delta=\lambda\delta$, the splittings tend to $\lambda s_1$, where $s_1$ is the splitting of $\mathrm{diag}(0,\delta)+V_{PP}$. For $s_1\ne0$ the difference is $\pm\lambda^5\delta^2S^2/(4s_1)$, with $S$ evaluated at $\Delta=0$.
\end{itemize}
For $\Delta=0$ the two matrices coincide.

\subsection*{How far is Loewdin from Van Vleck?}

Let $v$ be an eigenvector of the truncated Van Vleck matrix $h^V$, and $c$ the corresponding eigenvector of $h^L(E_L)$, both normalized. Sandwich $W=h^L(E_L)-h^V$ between them. Since $h^V$ is symmetric,
\begin{equation}
v^TWc=(E_L-E_V)\,v^Tc .
\label{sandwich}
\end{equation}
Take the fixed gap and state 1. Then $E_L-\varepsilon_1=\lambda V_{11}+O(\lambda^2)$. Both eigenvectors have first component near 1 and second component $-\lambda V_{12}/\Delta$ at leading order. The elements of $W$ needed are
\begin{align}
W_{11}&=\lambda^2\sum_aV_{1a}^2\left(\frac1{E_L-\varepsilon_a}-\frac1{D_{1a}}\right)
=-\lambda^3V_{11}M_{11}+O(\lambda^4),\\
W_{12}&=\frac{\lambda^2}{2}\sum_aV_{1a}V_{a2}\left(\frac1{D_{1a}}-\frac1{D_{2a}}\right)+O(\lambda^3)
=\tfrac12\lambda^2\Delta S+O(\lambda^3).
\end{align}
The first uses $1/(E_L-\varepsilon_a)-1/D_{1a}=-(E_L-\varepsilon_1)/[(E_L-\varepsilon_a)D_{1a}]$; the second sets $E_L=\varepsilon_1$ at leading order and uses (\ref{denoms}). The off-diagonal element enters twice, giving $2(\tfrac12\lambda^2\Delta S)(-\lambda V_{12}/\Delta)=-\lambda^3V_{12}S$. The $W_{22}$ term carries two small components and is $O(\lambda^4)$. Hence
\begin{equation}
E_L-E_V=-\lambda^3(V_{11}M_{11}+V_{12}S)+O(\lambda^4).
\label{lv}
\end{equation}
For state 2, exchange the labels 1 and 2. The Loewdin form thus generally departs one order earlier than Bloch does from Van Vleck at fixed gap.

For $\Delta=\lambda\delta$ and $s_1\ne0$, both eigenvectors tend to an eigenvector $u$ of $\mathrm{diag}(0,\delta)+V_{PP}$, with eigenvalue $\alpha$. Set $\varepsilon_1=0$, $\delta_1=0$, $\delta_2=\delta$. Then $E_L=\lambda\alpha+O(\lambda^2)$, and expanding the denominators about the common model level gives
\begin{equation}
W_{ij}=-\lambda^3M_{ij}\left[\alpha-\tfrac12(\delta_i+\delta_j)\right]+O(\lambda^4),
\end{equation}
with $M$ at $\Delta=0$. Since $M$ is symmetric, sandwiching with $u$ gives $-\lambda^3u^TM[\alpha-\mathrm{diag}(0,\delta)]u$. The eigenvalue equation turns the bracket acting on $u$ into $V_{PP}u$, so $E_L-E_V=-\lambda^3u^TMV_{PP}u+O(\lambda^4)$. The order is again three.

\subsection*{What all three leave out}

The first term dropped from (\ref{resolvent}) adds $\lambda^3V_{PQ}RV_{QQ}RV_{QP}$ to the Loewdin matrix. The same sandwich argument, now between the Loewdin and exact problems, gives at fixed gap
\begin{equation}
E_{\rm exact}-E_L=\lambda^3T_{kk}+O(\lambda^4),\quad
T_{ij}=\sum_{ab}\frac{V_{ia}V_{ab}V_{bj}}{D_{ia}D_{jb}}
\label{missing}
\end{equation}
for state $k$. The change of $h^L$ caused by the shift in $E$ is smaller than that shift by a factor of order $\lambda^2$, so it does not enter here. When the gap scales with $\lambda$, $T_{kk}$ is replaced by $u^TTu$ at $\Delta=0$.

The coupling $V_{QQ}$ appears in none of the second-order matrices, yet it enters the leading error. Those matrices alone therefore cannot tell you which form will be closest. If $V_{QQ}=0$, $H_{QQ}$ equals $\varepsilon_Q$ and the Loewdin equation is (\ref{partition}) itself, with no error. In general, its self-consistent roots are eigenvalues of the full matrix with $V_{QQ}$ deleted. For your matrix these are $-0.1200$, $0.6845$, $4.2267$ and $5.2088$ eV. The energy-dependent $2\times2$ problem has four roots, and you must select the two that belong to the model states.

\subsection*{Your matrix, with the arithmetic}

At $\lambda=1$ the common diagonal elements of the Bloch and Van Vleck matrices are, in eV,
\begin{align}
h_{11}&=0.1-\frac{0.8^2}{4}-\frac{0.5^2}{5}=-0.1100,\\
h_{22}&=1-0.1-\frac{0.6^2}{3}-\frac{0.7^2}{4}=0.6575 .
\end{align}
The products in the off-diagonal sums are $0.8\times0.6=0.48$ and $0.5\times0.7=0.35$, so
\begin{align}
h^B_{12}&=0.3-\frac{0.48}{3}-\frac{0.35}{4}=0.0525,\\
h^B_{21}&=0.3-\frac{0.48}{4}-\frac{0.35}{5}=0.1100 .
\end{align}
Their average, $0.08125$ eV, is the Van Vleck element. Also
\begin{equation}
S=\frac{0.48}{4\times3}+\frac{0.35}{5\times4}=0.0575 .
\end{equation}
With $\Delta=1$ eV, (\ref{identity}) gives $s_V^2-s_B^2=0.003306$ eV$^2$. The splittings are $0.7845$ and $0.7824$ eV, so (\ref{bv}) predicts a shift of $0.003306/(2\times1.5669)=0.001055$ eV. That accounts for the difference between your first two pairs of roots.

For the lower Loewdin root, the self-consistent matrix has diagonal elements $-0.1042$ and $0.7169$ eV and off-diagonal element $0.1151$ eV. Its lower eigenvalue is $-0.1200$ eV, the energy used in its denominators. The upper root needs its own matrix. The results, in eV, are:
\begin{center}
\begin{tabular}{lrrrr}
 & root 1 & error & root 2 & error\\
Bloch & $-0.1175$ & $-0.0131$ & $0.6650$ & $-0.0480$\\
Van Vleck & $-0.1185$ & $-0.0141$ & $0.6660$ & $-0.0469$\\
Loewdin & $-0.1200$ & $-0.0156$ & $0.6845$ & $-0.0285$\\
Exact & $-0.1044$ & & $0.7129$ &
\end{tabular}
\end{center}
Errors are relative to exact diagonalization. The order of merit is reversed between the states: the non-Hermitian Bloch form is closest for state 1 and farthest for state 2. Nor is the spread between forms an error estimate. For state 1 they agree within $0.0026$ eV, while each is wrong by at least $0.013$ eV. They share the omission of $V_{QQ}$.

\subsection*{Is $\lambda=1$ small enough for the leading terms?}

Not for Loewdin against Van Vleck. For state 1, $M_{11}=0.64/16+0.25/25=0.05$, and (\ref{lv}) predicts
\begin{equation}
\frac{E_L-E_V}{\lambda^3}\to-(0.1\times0.05+0.3\times0.0575)=-0.02225\ \text{eV}.
\end{equation}
The computed ratio is $-0.0015$ eV at $\lambda=1$, $-0.0193$ eV at $\lambda=0.1$ and $-0.0222$ eV at $\lambda=0.001$. For state 2 it even changes sign, from $+0.0184$ eV at $\lambda=1$ to $-0.0080$ eV at $\lambda=0.1$, with limit $-0.0102$ eV. Higher orders are therefore important in your example.

The ranking changes too. The limits of $(E_{\rm exact}-E_L)/\lambda^3$ are $0.0260$ and $0.0339$ eV for states 1 and 2. Adding the Loewdin--Van Vleck limits gives $0.0038$ and $0.0237$ eV for $(E_{\rm exact}-E_V)/\lambda^3$. At sufficiently small $\lambda$, Van Vleck is thus closer than Loewdin for both states of this matrix, whereas at $\lambda=1$ Loewdin is closer for state 2. The numerical check confirms the leading coefficients in both gap regimes.

\subsection*{What Hermiticity does buy}

A real symmetric matrix has real eigenvalues and orthogonal eigenvectors. The truncated Bloch matrix guarantees neither. By (\ref{identity}), if the Van Vleck roots coincide while $\Delta S\ne0$, then $s_B^2=-\lambda^4\Delta^2S^2$, and the Bloch roots form a complex pair with imaginary parts $\pm\lambda^2|\Delta S|/2$.

You can make this happen by changing $V_{12}$ to $0.21875$ eV and $V_{22}$ to $-0.8675$ eV. This cancels the Van Vleck off-diagonal element and makes both diagonal elements $-0.1100$ eV. The Bloch roots become $-0.1100\pm0.02875\,i$ eV, although the full Hamiltonian is real symmetric. Its two lowest exact roots are $-0.1170$ and $-0.0070$ eV. Van Vleck returns real energies, but it gives a double root where the true splitting is $0.11$ eV. Hermiticity protects the reality of the spectrum, not its accuracy.

So keep the Van Vleck form if you need a symmetric model Hamiltonian that does not depend on the energy, and state which form you used when you quote energies. If the differences matter, choosing among the second-order forms does not supply the missing $V_{QQ}$ term. Going to higher order does, but one more order need not be enough: for your matrix at $\lambda=1$, the third-order Van Vleck roots are still off by $-0.0135$ and $-0.0201$ eV, so state 1 has hardly improved. Restoring the first dropped term of (\ref{resolvent}) in the Loewdin form does better here, with errors of about $0.002$ and $0.005$ eV. The Van Vleck errors do not shrink at every step: both are below $0.003$ eV at fifth order, the one for state 2 grows to $0.0037$ eV in magnitude at sixth, and both are below $0.0005$ eV at tenth. Check the convergence order by order, or diagonalize the full matrix if you can afford it. Merely enlarging the model space need not help: with level 3 moved into it and level 4 folded in by the second-order Van Vleck form, the errors are $+0.0166$ and $+0.0336$ eV, so state 1 gets worse.

\section*{Numbers as computed}
\begin{verbatim}
Levels (eV): 0.0, 1.0, 4.0, 5.0
V row 1 (eV): 0.1, 0.3, 0.8, 0.5
V row 2 (eV): 0.3, -0.1, 0.6, 0.7
V row 3 (eV): 0.8, 0.6, 0.3, 0.4
V row 4 (eV): 0.5, 0.7, 0.4, -0.2
Bloch order 2 [11,12,21,22] (eV): -0.110000, 0.052500, 0.110000, 0.657500
Van Vleck order 2 [11,12,21,22] (eV): -0.110000, 0.081250, 0.081250, 0.657500
Loewdin at root 1 [11,12,21,22] (eV): -0.104168, 0.115136, 0.115136, 0.716919
Loewdin at root 2 [11,12,21,22] (eV): -0.150960, 0.074125, 0.074125, 0.677878
Bloch exact [11,12,21,22] (eV): -0.088659, 0.098000, 0.128661, 0.697212
Van Vleck exact [11,12,21,22] (eV): -0.088351, 0.113361, 0.113361, 0.696904
Bloch roots (eV): -0.117452, 0.664952
Van Vleck roots (eV): -0.118507, 0.666007
Loewdin roots (eV): -0.120007, 0.684455
Exact roots (eV): -0.104388, 0.712942
Bloch minus exact (eV): -0.013064, -0.047990
Van Vleck minus exact (eV): -0.014119, -0.046935
Loewdin minus exact (eV): -0.015619, -0.028487
S (dimensionless): 0.057500
Splittings Bloch, Van Vleck (eV): 0.782404 0.784514
Difference of squared splittings (eV^2): 0.00330625
Scan: (B-VV)/lam^4, (L-VV)/lam^3, (exact-L)/lam^3, in eV
lam=1, state 1: 0.001055 -0.001500 0.015619
lam=1, state 2: -0.001055 0.018448 0.028487
lam=0.1, state 1: 0.000842 -0.019307 0.024424
lam=0.1, state 2: -0.000842 -0.008046 0.035223
lam=0.01, state 1: 0.000828 -0.021944 0.025840
lam=0.01, state 2: -0.000828 -0.009994 0.034032
lam=0.001, state 1: 0.000827 -0.022219 0.025984
lam=0.001, state 2: -0.000827 -0.010168 0.033891
Limits: B-VV at stated order; L-VV and exact-L at order 3 (eV)
fixed gap, state 1, B-VV order 4: 0.000827 -0.022250 0.026000
fixed gap, state 2, B-VV order 4: -0.000827 -0.010188 0.033875
gap = lam*1 eV, state 1, B-VV order 5: 0.000484 -0.008990 0.011323
gap = lam*1 eV, state 2, B-VV order 5: -0.000484 -0.018200 0.034307
All Loewdin roots = roots without V_QQ (eV): -0.120007, 0.684455, 4.226708, 5.208845
Tuned V12, V22 (eV): 0.218750 -0.867500
Tuned Van Vleck double root (eV): -0.110000
Tuned Bloch real part, |imaginary part| (eV): -0.110000 0.028750
Tuned exact roots (eV): -0.117022, -0.006963
\end{verbatim}
